\section*{When a constant-current conductance map reverses the density contrast}

\section{Two sites and one decay rate}

Consider a scanning tunnelling microscope above two surface sites, A and B. Let $I(x,h,V)$ be the tunnel current at lateral position $x$, tip height $h$ and sample bias $V>0$, so that electrons enter empty sample states. Let
\begin{equation}
g(x,h,V)=\left.\frac{\partial I}{\partial V}\right|_{x,h}
\end{equation}
be the differential conductance at fixed height. The tip is taken to be an $s$-wave emitter with a flat density of states, the temperature is low, and the barrier does not depend on bias. Then
\begin{equation}
I(x,h,V)=\int_0^V\sigma(x,h,V')\,dV',\qquad g(x,h,V)=\sigma(x,h,V),
\label{current}
\end{equation}
where $\sigma$ is proportional to the sample's local density of states at the tip's centre of curvature, at energy $E=eV'$ above the sample Fermi level. The height $h$ is counted from a reference plane through a typical position of that centre.

Suppose first that all states decay at one rate:
\begin{equation}
\sigma(x,h,V)=e^{-2\kappa h}\rho(x,V),\qquad
N(x,V)=\int_0^V\rho(x,V')\,dV'.
\end{equation}
A conductance map at bias $V$ is often taken by stabilising the current at $I_0$ with a setpoint bias $V_s$, opening the feedback, and changing the bias to $V$. The stabilised height $h_s(x)$ obeys
\begin{equation}
I_0=e^{-2\kappa h_s(x)}N(x,V_s)
\quad\Longrightarrow\quad e^{-2\kappa h_s(x)}=\frac{I_0}{N(x,V_s)} .
\end{equation}
The recorded conductance is therefore
\begin{equation}
g_{\rm rec}(x)=e^{-2\kappa h_s(x)}\rho(x,V)=I_0\,\frac{\rho(x,V)}{N(x,V_s)} .
\label{simple}
\end{equation}
The density at the map bias is divided by everything that carried current during stabilisation.

Now give the surface a uniform background $\sigma_b=0.1$ nS and two states, at 0.4 and 0.9 eV. On the reference plane
\begin{equation}
\rho(x,V)=\sigma_b+\sum_{n=1}^{2}s_nL_n(V)\,(1+a_nc)^2,\qquad c=+1\ \text{(A)},\quad c=-1\ \text{(B)} .
\end{equation}
Each $L_n$ is a Gaussian of unit area and standard deviation $w=0.05$ V. The weights are $s_1=0.05$ nA and $s_2=0.20$ nA, and the corrugations are $a_1=0.1$ and $a_2=0.3$. Both states are stronger on A, the second one much more so.

The map bias is 0.4 V, the centre of state 1. There $s_1L_1=0.05/(0.05\sqrt{2\pi})=0.399$ nS, and state 2, ten standard deviations away, is negligible. Hence
\begin{align}
\rho_A&=0.1+0.399\times1.1^2=0.583\ \text{nS},\\
\rho_B&=0.1+0.399\times0.9^2=0.423\ \text{nS}.
\end{align}
At constant height A is brighter, with $\rho_A/\rho_B=1.377$.

Stabilise at $V_s=1.2$ V. Both levels now lie inside the bias window, and each Gaussian contributes its full area to the accuracy shown:
\begin{align}
N_A&=0.1\times1.2+0.05\times1.1^2+0.20\times1.3^2=0.5185\ \text{nA},\\
N_B&=0.1\times1.2+0.05\times0.9^2+0.20\times0.7^2=0.2585\ \text{nA}.
\end{align}
Equation (\ref{simple}) gives
\begin{equation}
\frac{g_{\rm rec}(A)}{g_{\rm rec}(B)}=\frac{\rho_A}{\rho_B}\,\frac{N_B}{N_A}
=1.377\times\frac{0.2585}{0.5185}=0.687 .
\end{equation}
The recorded map shows B brighter, although A has the larger density at the map bias. State 2 does not contribute to the conductance at 0.4 V. It acts through the tip height: it supplies more current on A, so the feedback retracts the tip there.

\section{The same surface with proper vacuum tails}

Real states do not share one decay rate. At equal wave vector parallel to the surface, states of higher energy decay more slowly, and lateral structure decays faster than the lateral average. Both effects follow from the Schr\"odinger equation in vacuum. With energies counted from the sample Fermi level, the vacuum potential equals the work function $\phi$:
\begin{equation}
-\frac{\hbar^2}{2m}\left(\partial_x^2+\partial_h^2\right)u+\phi u=Eu
\quad\Longrightarrow\quad
\left(\partial_x^2+\partial_h^2\right)u=\kappa^2u,\qquad
\kappa^2=\frac{2m(\phi-E)}{\hbar^2}.
\end{equation}
For a stripe pattern of period $2\pi/G$, take
\begin{equation}
u_n=e^{-\kappa h}+a_n\cos(Gx)\,e^{-qh}.
\end{equation}
The first term satisfies the equation directly. In the second, $\partial_x^2$ gives $-G^2$ and $\partial_h^2$ gives $q^2$, so $q^2-G^2=\kappa^2$, that is, $q=\sqrt{\kappa^2+G^2}$. Site A is at $x=0$ and site B half a period away. The conductance density becomes
\begin{equation}
\sigma=\sigma_be^{-2\kappa h}+\sum_ns_nL_nu_n^2 ,
\end{equation}
with $\kappa$ and $q$ taken at the energy $E=eV'$ of each slice. At $h=0$ it reduces to the previous $\rho$.

For $\phi=4$ eV and a period of 3 nm, state 1 has $\kappa=9.72$ and $q=9.94$ nm$^{-1}$, and state 2 has $\kappa=9.02$ and $q=9.26$ nm$^{-1}$. The stabilised heights now follow from solving $I(x,h_s,V_s)=I_0$ numerically. With the map bias held at 0.4 V and $I_0$ at 0.1 nA, the results are:

\begin{center}
\begin{tabular}{cccccc}
$V_s$ (V) & $h_A$ (pm) & $h_B$ (pm) & $g_A$ (nS) & $g_B$ (nS) & $g_A/g_B$\\
0.20 & $-79.5$ & $-79.5$ & 2.742 & 1.980 & 1.385\\
0.40 & $-17.8$ & $-25.6$ & 0.825 & 0.695 & 1.187\\
0.65 & $11.6$ & $2.7$ & 0.465 & 0.401 & 1.158\\
1.20 & $89.2$ & $51.2$ & 0.103 & 0.157 & 0.655
\end{tabular}
\end{center}

The surface and the map bias are the same in every row. At 0.2 V almost all the current comes from the uniform background. The tip height is then the same on both sites, and the map is a constant-height map. At 0.4 and 0.65 V state 1 takes part in the stabilisation and weakens its own contrast. At 1.2 V state 2 takes part as well, and the contrast is reversed.

The reversal is not caused by choosing a special height for comparison. At fixed heights between $-0.1$ and $0.2$ nm the ratio $g_A/g_B$ stays between 1.36 and 1.39. It falls slowly with height because $q>\kappa$. The profile reverses as well: at $x=0$, 0.75 and 1.50 nm the conductance at $h=0$ is 0.583, 0.499 and 0.423 nS, while the map stabilised at 1.2 V records 0.103, 0.126 and 0.157 nS.

\section{The general statement}

The vacuum model can now be dropped. Let $I$ and $g$ be positive and differentiable in $h$, and let $I$ fall steadily with $h$, so that the feedback has at most one solution at each site; $I_0$ is chosen so that it exists. Define the logarithmic decay rates
\begin{equation}
\alpha_g(x,h)=-\frac{\partial\ln g(x,h,V)}{\partial h},\qquad
\alpha_I(x,h)=-\frac{\partial\ln I(x,h,V_s)}{\partial h},
\end{equation}
and three contrasts:
\begin{align}
\chi_{\rm rec}&=\ln\frac{g(A,h_A,V)}{g(B,h_B,V)} &&\text{(recorded)},\\
\chi_h&=\ln\frac{g(A,h_B,V)}{g(B,h_B,V)} &&\text{(constant height } h_B),\\
\Lambda&=\ln\frac{I(A,h_B,V_s)}{I(B,h_B,V_s)} &&\text{(setpoint current at } h_B).
\end{align}
Then
\begin{equation}
\chi_{\rm rec}=\chi_h-r\Lambda,\qquad r=\frac{\bar\alpha_g}{\bar\alpha_I},
\label{law}
\end{equation}
where the bars denote averages over height, above A, between $h_B$ and $h_A$. If $\chi_h>0$, the recorded contrast is reversed if and only if $r\Lambda>\chi_h$.

\textit{Proof.} Add and subtract $\ln g(A,h_B,V)$ in the recorded contrast:
\begin{align}
\chi_{\rm rec}&=\left[\ln g(A,h_A,V)-\ln g(A,h_B,V)\right]
+\left[\ln g(A,h_B,V)-\ln g(B,h_B,V)\right]\nonumber\\
&=-\int_{h_B}^{h_A}\alpha_g(A,h)\,dh+\chi_h
=\chi_h-\bar\alpha_g\,(h_A-h_B).
\label{first}
\end{align}
The feedback makes the two stabilised currents equal, $I(B,h_B,V_s)=I_0=I(A,h_A,V_s)$. The denominator of $\Lambda$ can therefore be replaced by the current at A:
\begin{equation}
\Lambda=\ln\frac{I(A,h_B,V_s)}{I(A,h_A,V_s)}
=\int_{h_B}^{h_A}\alpha_I(A,h)\,dh=\bar\alpha_I\,(h_A-h_B).
\label{second}
\end{equation}
Since $I$ falls steadily with height, $\bar\alpha_I>0$. Solving (\ref{second}) for $h_A-h_B$ and inserting the result in (\ref{first}) gives (\ref{law}). If $h_A=h_B$, then $\Lambda=0$ and $\chi_{\rm rec}=\chi_h$; $r$ may be given its local value. The condition for reversal is $\chi_{\rm rec}<0$. $\square$

The proof uses neither the form of the barrier nor that of the tip. It fails if the conductance at the map bias is zero or negative, where its logarithm does not exist, or if the tip moves between stabilisation and measurement. In the example, a drift of 1 pm changes $g$ by about 2\%.

\section{Reading the numbers}

At $V_s=1.2$ V the model gives $\chi_h=0.3164$, $\Lambda=0.7001$ and $r=1.0561$. Hence
\begin{equation}
\chi_{\rm rec}=0.3164-1.0561\times0.7001=-0.4230,\qquad e^{-0.4230}=0.655 .
\end{equation}
Solving the feedback condition and differentiating the current numerically gives the same $-0.4230$. The height difference responsible is 38 pm.

The value $r>1$ can be traced to energy. Differentiating (\ref{current}) with respect to height gives
\begin{equation}
\alpha_I=\frac{\int_0^{V_s}\sigma\,\alpha_\sigma\,dV'}{\int_0^{V_s}\sigma\,dV'},\qquad
\alpha_\sigma=-\frac{\partial\ln\sigma}{\partial h},
\end{equation}
so $\alpha_I$ is the current-weighted mean of the decay rates in the bias window. On A at $h=0$, state 2 supplies $0.338/0.5185=65\%$ of the current, and it decays more slowly than the states at 0.4 eV that determine $\alpha_g$. The current therefore falls more slowly with height than the mapped conductance. The tip must retract further to compensate a given current ratio, and $g$ loses more than $I$. This is the main reason why the recorded ratio, 0.655, lies below the common-decay value of 0.687; small changes of $\chi_h$ and $\Lambda$ act in the same direction.

The contrast vanishes at a setpoint bias of 0.843 V, below the centre of state 2. The common-decay formula, which requires $N_A/N_B=\rho_A/\rho_B$, gives 0.845 V. At that bias only about 13\% of state 2 lies in the window, and
\begin{equation}
\frac{N_A}{N_B}\approx\frac{0.0845+0.0605+0.13\times0.338}{0.0845+0.0405+0.13\times0.098}\approx1.37 .
\end{equation}
Without state 2 the ratio would be $0.145/0.125=1.16$, so the current of state 1 already cancels part of the contrast. The tail of the strongly corrugated state 2 cancels the rest.

The setpoint current has much less influence than the setpoint bias. With $V_s$ held at 1.2 V, currents of 0.02, 0.1 and 0.5 nA give ratios of 0.647, 0.655 and 0.665. In (\ref{simple}) $I_0$ is a common factor and cancels; the small variation comes from unequal decay rates. Moving the whole tip closer therefore does not restore the contrast in this range.

As a control, make state 2 uniform, $a_2=0$, and leave everything else unchanged. The ratio at $V_s=1.2$ V becomes 1.300, and the reversal is gone.

\section{Limiting cases and recovery of the contrast}

\textbf{One state carries all the current.} With a common decay rate, put $\rho(x,V)=f(x)L(V)$. Then
\begin{equation}
g_{\rm rec}=I_0\,\frac{f(x)L(V)}{f(x)\int_0^{V_s}L\,dV'}=I_0\,\frac{L(V)}{\int_0^{V_s}L\,dV'} ,
\end{equation}
which does not depend on $x$. The recorded map is blank wherever $f(x)>0$, however strongly the state is corrugated; the lateral structure has gone into the topograph. At a node the feedback has no solution, and with energy-dependent decay the cancellation is close only for a map bias near the line centre.

\textbf{The mapped state is uniform.} Then $\chi_h=0$ and $\chi_{\rm rec}=-r\Lambda$. The map shows a contrast that the density at the map bias does not have. For $a_1=0$ and a common decay rate, the numbers above give $N_B/N_A=0.268/0.508=0.53$.

\textbf{One site is raised.} If the surface at A is lifted rigidly by $\delta$, a common decay rate multiplies both $\rho_A$ and $N_A$ by $e^{2\kappa\delta}$. The factor cancels in (\ref{simple}), but it remains in a constant-height map. Constant-current stabilisation thus removes geometric height and, by the same mechanism, mixes in the integrated density.

Besides scanning with the feedback open throughout, there are two ways back to constant height on a flat surface. One is to stabilise where the current is laterally uniform, as at 0.2 V here. The other is to restore the height difference from the topograph. Approximating $\bar\alpha_g$ in (\ref{first}) by $2\kappa$ of state 1,
\begin{equation}
\chi_h\approx\chi_{\rm rec}+2\kappa(h_A-h_B)
=-0.4230+2\times9.721\times0.03796=0.3150 ,
\end{equation}
a ratio of 1.370, against the true 1.372 at $h_B$. The decay constant must be known well: an error of 10\% in $\kappa$ shifts the result by 0.074, which is 23\% of $\chi_h$. The value of $\kappa$ follows from the work function only for states with no parallel wave vector. A state with wave vector $k_\parallel$ along the stripes decays at $\sqrt{\kappa^2+k_\parallel^2}$. If state 1 had $k_\parallel=17$ nm$^{-1}$, as at the K point of graphene, the same correction would give 0.83 against a true 1.28. The decay rate of $g$ should therefore be measured. Likewise $r>1$ is not general: $k_\parallel=5$ nm$^{-1}$ on state 2 gives $r=0.97$.

\section{The model beside a real surface}

The period and work function are rough values for the moir\'e of graphene on Ru(0001), about 3 nm and 4 eV. The levels, weights and corrugations are round model choices, not levels of that system, and the real moir\'e is a two-dimensional pattern on a buckled sheet rather than a set of stripes. Buckling is not in the model. A rigid lift of one site leaves the recorded ratios unchanged but multiplies the constant-height signal by $e^{2\kappa\delta}$: raising B by $0.32/(2\times9.72)=16.5$ pm cancels the constant-height contrast, and raising it by 0.1 nm turns the ratio into 0.20. On a buckled surface, restoring the height difference from the topograph brings this geometric factor back, so the result is not the electronic contrast. A setpoint of 0.1 nA is ordinary for such measurements. Of the neglected effects that were sized, the tilt of the barrier with bias moves the recorded ratio most: with a mean barrier $\phi-E+eV/2$ over a 0.7 nm gap it goes from 0.655 to 0.713. A tip density of states sloping by $\pm50\%$ per eV gives 0.624 and 0.672. Lowering the barrier by 1 eV, as a rough allowance for image forces, gives 0.642, and a $p_z$ tip, with its factor $\kappa^2(E)$ absorbed in the densities on the reference plane, gives 0.647. (A $p_x$ tip is a different case: it probes $\partial_xu_n$, which vanishes at A and B, so the two states give neither contrast nor reversal there.) Broadening at 5 K with 10 mV rms modulation leaves 0.655. In each case the ratio at $h=0$ stays above 1, so the reversal survives.

A work-function difference between the sites needs more care. Applied to displacements from the reference plane, a difference of 0.2 eV changes the recorded ratio only to between 0.652 and 0.658. If it persisted over the whole 0.7 nm gap, it would shift the logarithm of a constant-height signal by 0.38. That is an upper bound: a patch potential of period $2\pi/G$ decays into vacuum as $e^{-Gz}$, and its average over a gap $d$ is reduced by $(1-e^{-Gd})/(Gd)=0.52$. This estimate along a single column gives about 0.2 and ignores the lateral spread of the wave. First-order solution of the two-dimensional Schr\"odinger equation gives $(2m\Delta\phi/\hbar^2\kappa G)\,(e^{-(q-\kappa)d}-e^{-Gd})=0.16$, and a metal tip that screens the patch field lowers it further. The shift is then about half of the contrast $\ln1.377=0.32$ or somewhat less. In this model that shift is already contained in the densities given on the reference plane. A constant-height map therefore shows the density at the tip's height, and its contrast can differ markedly from that of the density at the surface atoms. The numerical output printed below lists the ratios of this section and the bound of 0.38.

\section*{Numbers as computed}
\begin{verbatim}
Inputs
period 3.0 nm; work function 4.0 eV
levels 0.4, 0.9 eV; std width 0.05 eV
level weights 0.05, 0.20 nA
corrugations a1 0.1, a2 0.3
background 0.1 nS; map bias 0.4 V; setpoint 0.1 nA
state 1: kappa 9.721, q 9.944 1/nm
state 2: kappa 9.020, q 9.260 1/nm
Constant height, h = 0
gA 0.5827 nS, gB 0.4231 nS, ratio 1.3771
ratio for h from -0.1 to 0.2 nm: 1.358 to 1.387
Constant-current stabilisation: hA, hB in pm; gA, gB in nS
Vs 0.20 V: hA -79.5 hB -79.5 gA 2.7424 gB 1.9801 ratio 1.3850
Vs 0.40 V: hA -17.8 hB -25.6 gA 0.8246 gB 0.6950 ratio 1.1865
Vs 0.65 V: hA 11.6 hB 2.7 gA 0.4648 gB 0.4012 ratio 1.1584
Vs 1.20 V: hA 89.2 hB 51.2 gA 0.1026 gB 0.1566 ratio 0.6551
Contrast law at Vs = 1.2 V (natural logs)
fixed-height 0.3164; current contrast 0.7001; r 1.0561
law gives -0.4230; direct -0.4230
tip retraction over A relative to B: 37.96 pm
with r taken at hB only: -0.4226
common-decay ratio at 1.2 V: 0.6866
crossover setpoint bias 0.8428 V; common-decay estimate 0.8445 V
ratio at 1.2 V for 0.02, 0.1, 0.5 nA: 0.6467, 0.6551, 0.6653
control, state 2 uniform: ratio 1.3004
Profiles: x in nm, g at h = 0 and g recorded at Vs 1.2 V, in nS
x 0.00: fixed 0.5827, recorded 0.1026
x 0.75: fixed 0.4989, recorded 0.1260
x 1.50: fixed 0.4231, recorded 0.1566
height-corrected ratio 1.3704; true at hB 1.3721
log error from a 10 % error of kappa: 0.0738
Neglected effects: ratio recorded at 1.2 V; ratio at fixed h = 0
bias-tilted barrier, gap 0.7 nm: 0.7126; 1.4083
barrier lowered by 1 eV: 0.6416; 1.3771
work function 0.2 eV higher on A: 0.6578; 1.3771
work function 0.2 eV lower on A: 0.6523; 1.3771
tip density slope +0.5 per eV: 0.6237; 1.3933
tip density slope -0.5 per eV: 0.6724; 1.3631
p-wave tip: 0.6474; 1.3873
5 K and 10 mV rms lock-in: 0.6547; 1.3762
0.2 eV over the whole 0.7 nm gap: log shift 0.378
lifetime broadening by 0.1 nA: 0.41 micro-eV
change of g for 1 pm drift: 1.96 %
\end{verbatim}
